# Two derivations of the generalised Mulliken–Hush coupling, tested on a zinc dimer cation: test program

```python
"""
Generalised Mulliken-Hush (GMH) coupling of two adiabatic states:
    |H_ab| = |mu12| * (E2 - E1) / sqrt((mu11 - mu22)**2 + 4*mu12**2)
E1, E2: adiabatic energies; mu_ij: dipole matrix along the transfer axis.
The diabatic states a, b diagonalise the dipole matrix.
Test system: the singly charged dimer (Zn2)+ in a uniform axial field F,
H(F) = H(0) - F*mu. GMH off resonance is compared with half the splitting
at F = 0. Internal units are atomic units; printed units are eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_A = physical_constants["Bohr radius"][0] * 1e10
FIELD_V_A = HARTREE_EV / BOHR_A
NELEC = (2, 1)


def gmh_formula(energies, mu):
    gap = energies[1] - energies[0]
    return abs(mu[0, 1]) * gap / np.hypot(mu[0, 0] - mu[1, 1], 2 * mu[0, 1])


def coupling_by_rotation(energies, mu):
    rotation = np.linalg.eigh(mu)[1]
    return abs((rotation.T @ np.diag(energies) @ rotation)[0, 1])


# Random diabatic models: the known coupling must be recovered.
rng = np.random.default_rng(4)
for _ in range(50):
    ea, eb, hab, mua, mub = rng.uniform(-1, 1, 5)
    levels, vectors = np.linalg.eigh(np.array([[ea, hab], [hab, eb]]))
    mu_adiabatic = vectors.T @ np.diag([mua, mub]) @ vectors
    assert abs(gmh_formula(levels, mu_adiabatic) - abs(hab)) < 1e-10


def run_scf(distance):
    half = distance / 2
    mol = gto.M(atom=[["Zn", (0, 0, -half)], ["Zn", (0, 0, half)]],
                unit="Bohr", basis="lanl2dz", ecp="lanl2dz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


distances_A = [5.0, 6.0, 7.0]
references = [run_scf(r / BOHR_A) for r in distances_A]
# Four 4s electrons of neutral Zn2 lie above the frozen shells.
ncore = (references[0][0].nelectron - 4) // 2


def shell_gap(norb):
    return min(mf.mo_energy[ncore + norb] - mf.mo_energy[ncore + norb - 1]
               for _, mf in references)


# Cut the orbital list where no degenerate pair is split at any distance.
norb = max(range(14, 19), key=shell_gap)
assert shell_gap(norb) > 1e-3


def active_integrals(mol, mf):
    core = mf.mo_coeff[:, :ncore]
    active = mf.mo_coeff[:, ncore:ncore + norb]
    fock_core = mf.get_hcore() + mf.get_veff(mol, 2 * core @ core.T)
    h1 = active.T @ fock_core @ active
    z = active.T @ mol.intor("int1e_r")[2] @ active
    return h1, ao2mo.kernel(mol, active), z


def solve(integrals, field):
    h1, eri, z = integrals
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    energies, states = solver.kernel(h1 + field * z, eri, norb, NELEC,
                                     nroots=2)
    return np.array(energies), states


def dipole_matrix(states, z):
    mu = np.empty((2, 2))
    for i in range(2):
        for j in range(2):
            density = fci.direct_spin1.trans_rdm1(states[i], states[j],
                                                  norb, NELEC)
            mu[i, j] = -np.sum(z * density)
    return (mu + mu.T) / 2


print("System: (Zn2)+, LANL2DZ, frozen 3d, full CI of 3 electrons")
print(f"Frozen orbitals: {ncore}; active orbitals: {norb}")
print(f"Orbital-energy gap at the cut: {shell_gap(norb)*HARTREE_EV:.3f} eV")

half_gaps = []
for r_A, (mol, mf) in zip(distances_A, references):
    R = r_A / BOHR_A
    integrals = active_integrals(mol, mf)
    h1, eri, z = integrals
    e0, states0 = solve(integrals, 0.0)
    mu0 = dipole_matrix(states0, z)
    gap0 = e0[1] - e0[0]
    half = gap0 / 2
    half_gaps.append(half)
    for state in states0:
        spin2 = fci.spin_op.spin_square0(state, norb, NELEC)[0]
        assert abs(spin2 - 0.75) < 1e-4
    # Mirror symmetry makes the two diagonal dipoles equal at zero field.
    assert abs(mu0[0, 0] - mu0[1, 1]) < 1e-3
    print(f"R = {r_A:.1f} A: splitting at F=0 {gap0*HARTREE_EV:.5f} eV, "
          f"half {half*HARTREE_EV:.5f} eV")
    print(f"  |mu12| at F=0: {abs(mu0[0,1])*BOHR_A:.4f} e A; "
          f"dmu_ab = {2*abs(mu0[0,1])*BOHR_A:.4f} e A")
    crude = abs(mu0[0, 1]) * gap0 / R
    print(f"  coupling at F=0 with dmu_ab set to eR: "
          f"{crude*HARTREE_EV:.5f} eV ({100*(crude/half-1):+.2f} %)")

    if r_A == distances_A[0]:
        dim = (norb * (norb - 1) // 2) * norb
        _, dense = fci.direct_spin1.pspace(h1, eri, norb, NELEC, np=dim + 1)
        lowest = eigh(dense, eigvals_only=True, subset_by_index=[0, 2])
        assert np.max(np.abs(lowest[:2] - e0)) < 1e-8
        print(f"  determinants: {dim}; third level above first: "
              f"{(lowest[2]-lowest[0])*HARTREE_EV:.3f} eV")

    ratios = [0.5, 1.0, 2.0] if r_A == distances_A[0] else [2.0]
    for x in ratios:
        field = x * gap0 / R
        e, states = solve(integrals, field)
        mu = dipole_matrix(states, z)
        gap = e[1] - e[0]
        coupling = gmh_formula(e, mu)
        dmu_ab = np.hypot(mu[0, 0] - mu[1, 1], 2 * mu[0, 1])
        assert abs(coupling - coupling_by_rotation(e, mu)) < 1e-10
        assert gap > gap0
        # Outside states lie several eV away: deviations of a few per cent.
        assert abs(coupling / half - 1) < 0.10
        dmu_from_gaps = np.sqrt(gap**2 - gap0**2) / field
        assert abs(dmu_from_gaps / dmu_ab - 1) < 0.10

        # Moving the origin must not change the coupling.
        mu_shifted = dipole_matrix(states, z - 3.0 * np.eye(norb))
        assert abs(gmh_formula(e, mu_shifted) / coupling - 1) < 1e-4

        # With outside states removed the coupling stays constant.
        e2, v2 = np.linalg.eigh(np.diag(e0) - field * mu0)
        closed = gmh_formula(e2, v2.T @ mu0 @ v2)
        assert abs(closed / half - 1) < 1e-5

        print(f"  x = {x:.1f}: F = {field*FIELD_V_A:.5f} V/A, "
              f"splitting {gap*HARTREE_EV:.5f} eV")
        print(f"    mu11-mu22 = {(mu[0,0]-mu[1,1])*BOHR_A:.4f}, "
              f"|mu12| = {abs(mu[0,1])*BOHR_A:.4f}, "
              f"dmu_ab = {dmu_ab*BOHR_A:.4f} e A")
        print(f"    dmu_ab from splittings alone: "
              f"{dmu_from_gaps*BOHR_A:.4f} e A")
        print(f"    GMH coupling {coupling*HARTREE_EV:.5f} eV, deviation "
              f"from half minimum splitting {100*(coupling/half-1):+.3f} %")

        if r_A == distances_A[0] and x == 1.0:
            step = 1e-5
            e_plus = solve(integrals, field + step)[0]
            e_minus = solve(integrals, field - step)[0]
            slope = -(e_plus - e_minus) / (2 * step)
            assert np.max(np.abs(slope - np.diag(mu))) < 1e-3
            e_reversed = solve(integrals, -field)[0]
            assert abs((e_reversed[1] - e_reversed[0]) - gap) < 1e-8

assert half_gaps[0] > half_gaps[1] > half_gaps[2]
for i in range(2):
    decay = np.log(half_gaps[i] / half_gaps[i + 1])
    decay /= distances_A[i + 1] - distances_A[i]
    print(f"Decay rate of |H_ab| from {distances_A[i]:.0f} to "
          f"{distances_A[i+1]:.0f} A: {decay:.3f} per A")
print("verified")
```

Output:

```
System: (Zn2)+, LANL2DZ, frozen 3d, full CI of 3 electrons
Frozen orbitals: 10; active orbitals: 14
Orbital-energy gap at the cut: 39.217 eV
R = 5.0 A: splitting at F=0 0.33964 eV, half 0.16982 eV
  |mu12| at F=0: 2.2061 e A; dmu_ab = 4.4122 e A
  coupling at F=0 with dmu_ab set to eR: 0.14985 eV (-11.76 %)
  determinants: 1274; third level above first: 3.168 eV
  x = 0.5: F = 0.03396 V/A, splitting 0.37106 eV
    mu11-mu22 = 1.7716, |mu12| = 2.0200, dmu_ab = 4.4113 e A
    dmu_ab from splittings alone: 4.3997 e A
    GMH coupling 0.16991 eV, deviation from half minimum splitting +0.053 %
  x = 1.0: F = 0.06793 V/A, splitting 0.45237 eV
    mu11-mu22 = 2.9039, |mu12| = 1.6585, dmu_ab = 4.4086 e A
    dmu_ab from splittings alone: 4.3988 e A
    GMH coupling 0.17018 eV, deviation from half minimum splitting +0.213 %
  x = 2.0: F = 0.13586 V/A, splitting 0.68693 eV
    mu11-mu22 = 3.8114, |mu12| = 1.0964, dmu_ab = 4.3972 e A
    dmu_ab from splittings alone: 4.3951 e A
    GMH coupling 0.17129 eV, deviation from half minimum splitting +0.864 %
R = 6.0 A: splitting at F=0 0.10951 eV, half 0.05476 eV
  |mu12| at F=0: 2.8131 e A; dmu_ab = 5.6262 e A
  coupling at F=0 with dmu_ab set to eR: 0.05135 eV (-6.23 %)
  x = 2.0: F = 0.03650 V/A, splitting 0.23269 eV
    mu11-mu22 = 4.9621, |mu12| = 1.3255, dmu_ab = 5.6259 e A
    dmu_ab from splittings alone: 5.6242 e A
    GMH coupling 0.05482 eV, deviation from half minimum splitting +0.121 %
R = 7.0 A: splitting at F=0 0.03269 eV, half 0.01634 eV
  |mu12| at F=0: 3.3682 e A; dmu_ab = 6.7364 e A
  coupling at F=0 with dmu_ab set to eR: 0.01573 eV (-3.77 %)
  x = 2.0: F = 0.00934 V/A, splitting 0.07089 eV
    mu11-mu22 = 5.9775, |mu12| = 1.5532, dmu_ab = 6.7364 e A
    dmu_ab from splittings alone: 6.7362 e A
    GMH coupling 0.01635 eV, deviation from half minimum splitting +0.014 %
Decay rate of |H_ab| from 5 to 6 A: 1.132 per A
Decay rate of |H_ab| from 6 to 7 A: 1.209 per A
verified
```
